# Logarithmic motion of a tagged atom driven by one surface vacancy

Suppose a single surface vacancy diffuses past a tagged atom, and the atom's mean-square displacement is divided by four times the elapsed time to give a diffusion coefficient. The result depends on how long one watched, and it tends to zero as the observation is prolonged. The vacancy diffuses normally, but the atom it moves does not. For the rough copper-surface inputs assumed below, which include a hop barrier of 0.35 eV, the root-mean-square (rms) displacement after 0.1 ms is about 19 nm for a vacancy but only about 0.28 nm for an atom that started beside it. On an unbounded surface, watching ten times longer would multiply the vacancy's mean-square displacement by ten but raise the atom's by only about 28%.

## Model and renewal structure

An infinite square lattice of spacing \(a\) is filled except for one vacancy. At each step the vacancy exchanges places with one of its four neighbours, chosen with probability 1/4. All atoms are alike; one carries a tag that does not affect the rates. The atom starts at the origin and the vacancy at \(\mathbf r_0\neq0\). Lengths are in units of \(a\) unless a unit is written, \(n\) counts vacancy steps, and \(\mathbf X_n\) is the atom's two-dimensional displacement.

Use the vacancy position relative to the atom. Until it steps onto the atom's site, the vacancy performs an ordinary random walk. If it does so from the neighbouring site \(\mathbf e\), the atom moves by \(\mathbf e\) and the vacancy occupies the atom's old site, at relative position \(-\mathbf e\). After every exchange the vacancy is thus again beside the atom, and by symmetry the waiting time \(T\) to the next exchange has the same distribution each time.

Let \(p_n(\mathbf r)\) be the probability that an ordinary walk from the origin is at \(\mathbf r\) after \(n\) steps, and define

\[
G(\mathbf r;z)=\sum_{n\ge0}z^n p_n(\mathbf r),\qquad G\equiv G(\mathbf 0;z). \tag{1}
\]

Every visit to \(\mathbf r_0\) has a first visit, followed by any number of returns. The generating function of the first-passage time between the origin and \(\mathbf r_0\) is therefore

\[
F(z)=\frac{G(\mathbf r_0;z)}{G}. \tag{2}
\]

Likewise, if \(Q\) generates the first return time to the origin, \(G=1+QG\), so \(Q=1-1/G\). A return consists of one step to a neighbour, with factor \(z\), and a passage back, so \(Q=z\varphi\), where \(\varphi(z)=\langle z^T\rangle\). Hence

\[
\varphi(z)=\frac{1-1/G}{z}. \tag{3}
\]

To find \(G\), use the coordinates \(x+y\) and \(x-y\). Each step changes both by \(\pm1\), independently, so the Fourier transform of one step is \(\cos\alpha\cos\beta\). Averaging over both angles, first over \(\beta\), gives

\[
G=\left\langle\frac1{1-z\cos\alpha\cos\beta}\right\rangle
=\frac2\pi\int_0^{\pi/2}\frac{d\alpha}{\sqrt{1-z^2\cos^2\alpha}}. \tag{4}
\]

Put \(\kappa^2=1-z^2\); the radicand is \(\sin^2\alpha+\kappa^2\cos^2\alpha\). For small \(\kappa\), split the integral at \(\delta\) with \(\kappa\ll\delta\ll1\). The inner part is \(\int_0^\delta d\alpha/\sqrt{\alpha^2+\kappa^2}\simeq\ln(2\delta/\kappa)\), and the outer part is \(\int_\delta^{\pi/2}d\alpha/\sin\alpha\simeq\ln(2/\delta)\). Their sum is \(\ln(4/\kappa)\). Since \(\kappa^2\simeq2(1-z)\),

\[
G=\frac1\pi\ln\frac8{1-z}+o(1),\qquad z\to1. \tag{5}
\]

Because \(G\) diverges, (3) gives \(\varphi(1)=1\): the vacancy returns with probability one. The divergence is merely logarithmic, however, so the returns become very sparse.

## Correlation of successive moves

After a move \(\mathbf u\), the vacancy sits at \(\mathbf b=-\mathbf u\). For the next move to be \(\mathbf s\), it must reach the neighbouring site \(\mathbf s\) without having stepped onto the atom, and then step onto it. The generating function of visits to \(\mathbf s\) before the exchange is \(G(\mathbf s-\mathbf b;z)-\varphi\,G(\mathbf s;z)\), where the second term removes visits made after the first arrival at the atom's site. The final step contributes \(z/4\).

Now average the next move \(\mathbf s\), weighted by \(z^T\). The two perpendicular directions cancel by reflection. For \(\mathbf s=\pm\mathbf b\) the subtracted terms are equal and also cancel, leaving

\[
\langle z^T\mathbf s\rangle
=\mathbf b\,\frac z4\,[G-G(2\mathbf e;z)]
=c(z)\,\mathbf u,\quad
c(z)=-\frac z4\,[G-G(2\mathbf e;z)]. \tag{6}
\]

The minus sign comes from \(\mathbf b=-\mathbf u\): the vacancy waits behind the atom and tends to pull it back.

The value at \(z=1\) requires the potential kernel

\[
A(\mathbf r)=\lim_{z\to1}[G-G(\mathbf r;z)]. \tag{7}
\]

The function \(G(\mathbf r;z)\) equals \(z/4\) times the sum over the neighbours of \(\mathbf r\), plus one if \(\mathbf r=\mathbf 0\). At the origin this reads \(G=1+zG(\mathbf e;z)\). Since \((1-z)G(\mathbf e;z)\to0\), it follows that \(A(1,0)=1\). For the diagonal neighbour, the rotated coordinates are 2 and 0, and the \(\beta\) average of \(1/(1-\cos\alpha\cos\beta)\) is \(1/|\sin\alpha|\). Thus

\[
A(1,1)=\left\langle\frac{1-\cos2\alpha}{|\sin\alpha|}\right\rangle
=\langle2|\sin\alpha|\rangle=\frac4\pi. \tag{8}
\]

At the site \((1,0)\) the same neighbour equation becomes \(4A(1,0)=A(0,0)+A(2,0)+2A(1,1)\), with \(A(0,0)=0\). Therefore

\[
A(2,0)=4-\frac8\pi,\qquad c(1)=-\frac{A(2,0)}4=-\left(1-\frac2\pi\right). \tag{9}
\]

Numerically \(A(2,0)=1.4535\) and the mean cosine between successive moves is \(-0.3634\). The correlation factor, whose role appears in the next sum, is

\[
f=\frac{1+c(1)}{1-c(1)}=\frac{2/\pi}{2-2/\pi}=\frac1{\pi-1}\simeq0.467. \tag{10}
\]

## The mean-square displacement

Let exchange \(j\) occur at step \(t_j\) and move the atom by the unit vector \(\mathbf u_j\). Squaring the sum of all moves made by step \(n\) gives

\[
X_n^2=\sum_{j:\,t_j\le n}1+2\sum_{i<j:\,t_j\le n}\mathbf u_i\cdot\mathbf u_j. \tag{11}
\]

Multiply by \(z^n\) and sum over \(n\). The condition \(t_j\le n\) becomes \(z^{t_j}/(1-z)\). The first passage and the subsequent waiting times give \(\langle z^{t_j}\rangle=F\varphi^{j-1}\). In a cross term, (6) is applied once for each exchange after \(i\), so

\[
\langle z^{t_j}\,\mathbf u_i\cdot\mathbf u_j\rangle=F\varphi^{i-1}c^{\,j-i}. \tag{12}
\]

Timing and direction are kept together here; no independence between them has been assumed. With \(m=j-i\), the sum over \(m\) is \(1+2(c+c^2+\dots)=(1+c)/(1-c)\), and the sum over \(i\) is \(F/(1-\varphi)\). Hence

\[
\sum_{n\ge0}z^n\langle X_n^2\rangle
=\frac1{1-z}\,\frac F{1-\varphi}\,\frac{1+c}{1-c}. \tag{13}
\]

This holds for every \(n\) in the model. As a test, the joint moments of atom and vacancy were evolved step by step from the exchange rule for an adjacent start. They agree with the coefficients of (13) to \(2.6\times10^{-15}a^2\) for all \(n\le800\).

For large \(n\), the behaviour near \(z=1\) is needed. From (3), \(1-\varphi=[1-(1-z)G]/(zG)\), and (2) gives

\[
\frac F{1-\varphi}=\frac{zG(\mathbf r_0;z)}{1-(1-z)G}
=G-A(\mathbf r_0)+o(1). \tag{14}
\]

The last step uses (7) and the fact that even \((1-z)G^2\) vanishes as \(z\to1\). The neighbour equations and the integral behind (8) show that \(c(z)\) differs from \(c(1)\) only by terms of order \((1-z)G\), which vanish even when multiplied by \(G\). The directional factor may therefore be replaced by \(f\). Inserting (5), (10) and (14) in (13),

\[
\sum_n z^n\langle X_n^2\rangle
=\frac{f}{1-z}\left[\frac1\pi\ln\frac8{1-z}-A(\mathbf r_0)+o(1)\right]. \tag{15}
\]

The product of \(\sum_{k\ge1}z^k/k\) and \(\sum_{m\ge0}z^m\) shows that the coefficient of \(z^n\) in \((1-z)^{-1}\ln[1/(1-z)]\) is \(\sum_{k=1}^n1/k=\ln n+\gamma+o(1)\), with \(\gamma\) Euler's constant.

It remains to see that nothing else survives. The coefficient of \(z^n\) is a Cauchy integral, whose contour can be pushed outside the unit circle except around the cuts of \(G\), which start at \(z=\pm1\). The denominators add no poles on the circle away from \(z=1\): \(\varphi\) has non-negative coefficients including a term in \(z\), so \(\varphi=1\) requires \(z=1\), while \(|c|\le|c(1)|<1\), because \(p_n(\mathbf 0)\ge p_n(2\mathbf e)\) means that no two coefficients of \(c\) have opposite signs. The factor \(z^{-n-1}\) confines the integral to distances of order \(1/n\) from the ends of the cuts. At \(z=1\) the \(o(1)\) in (15) then contributes \(o(1)\). At \(z=-1\) the function stays bounded, so its contribution vanishes. The result is

\[
\boxed{\frac{\langle X_n^2\rangle}{a^2}
=\frac{\ln(8n)+\gamma-\pi A(\mathbf r_0)}{\pi(\pi-1)}+o(1)}
\qquad(\mathbf r_0\text{ fixed},\ n\to\infty). \tag{16}
\]

For an adjacent start, \(A=1\). Each tenfold increase in \(n\) then adds \(0.342a^2\). The law is asymptotic: at \(n=10\) it gives \(0.270a^2\) against the value \(0.347a^2\) from (13), but at \(n=1000\) the two are \(0.955a^2\) and \(0.957a^2\).

## What produces the logarithm

Setting the directional factor in (13) to one counts exchanges instead of squared displacement. For an adjacent start their mean number is

\[
\langle M_n\rangle=\frac{\ln(8n)+\gamma}\pi-1+o(1). \tag{17}
\]

The logarithm thus comes from the rarity of returns. Back-and-forth correlation multiplies the coefficient by \(f<1\) but does not create the slow growth. Nor is it a steady drift. An adjacent vacancy at \(\mathbf e\) is equivalent to a preceding move \(-\mathbf e\), so the total mean displacement is \(-\mathbf e(c+c^2+\dots)\) at \(z=1\), or

\[
\langle\mathbf X_\infty\rangle=-\mathbf e\,\frac{c(1)}{1-c(1)}
=\frac{\pi-2}{2(\pi-1)}\,\mathbf e\simeq0.267\,\mathbf e. \tag{18}
\]

This is a bounded shift towards the vacancy's initial site.

The average also conceals many atoms that have not moved. The probability of no exchange by step \(n\) has generating function \((1-\varphi)/(1-z)\), which near \(z=1\) is \(\pi/[(1-z)L]\) with \(L=\ln[8/(1-z)]\), up to terms without influence on the result below. Write \(1/L=\int_0^\infty e^{-sL}ds\). The coefficient of \(z^n\) in \((1-z)^{s-1}\) is asymptotically \(n^{-s}/\Gamma(1-s)\), and for small \(s\), \(1/\Gamma(1-s)=e^{-\gamma s}(1-\pi^2s^2/12+\dots)\). With \(\Lambda=\ln(8n)+\gamma\), integration over \(s\) gives

\[
P(\text{no exchange})=\frac\pi\Lambda-\frac{\pi^3}{6\Lambda^3}+O(\Lambda^{-4}). \tag{19}
\]

At \(n=20000\) this formula gives 0.2475, and the exact series gives 0.2472. Even then about a quarter of atoms that began beside the vacancy have never been moved.

## A distant start and a finite terrace

Both cases need \(A\) at large distance. On the diagonal, the method of (8) gives

\[
A(m,m)=\frac1\pi\int_0^\pi\frac{1-\cos2m\alpha}{\sin\alpha}\,d\alpha
=\frac4\pi\sum_{j=1}^m\frac1{2j-1}, \tag{20}
\]

because the integrand equals \(2\sum_{j=1}^m\sin[(2j-1)\alpha]\). For large \(m\) the last sum is \(\tfrac12(\ln m+\gamma)+\ln2\). With \(r=m\sqrt2\), and since the walk is isotropic at long wavelength,

\[
A(r)\simeq\frac2\pi\left(\ln r+\gamma+\tfrac32\ln2\right). \tag{21}
\]

For \(1\ll r_0\ll\sqrt n\), inserting (21) in (16) cancels the terms in \(\ln2\) and leaves \(\langle X_n^2\rangle\simeq a^2[\ln(n/r_0^2)-\gamma]/[\pi(\pi-1)]\). The logarithm starts to grow once the vacancy has had time to cover the distance to the atom.

On a terrace the vacancy is eventually lost at a step edge. Take an absorbing disc of radius \(R\gg a\) centred on the atom, and neglect the atom's small displacement compared with \(R\). Let \(G_R\) be the mean number of visits to the centre, including the start, before absorption. Along a walk, \(A\) has zero mean change except at the origin, where it rises by one on average. Hence \(G_R\) is the mean of \(A\) at the edge, approximately \(A(R/a)\). The return probability from a neighbour is \(h=1-1/G_R\), so for an adjacent start the mean number of exchanges is \(h/(1-h)=G_R-1\). To leading order the distant edge leaves \(f\) unchanged, and

\[
\langle X_\infty^2\rangle\simeq\frac{a^2}{\pi-1}
\left\{\frac2\pi\left[\ln\frac Ra+\gamma+\tfrac32\ln2\right]-1\right\}. \tag{22}
\]

For \(R=20a\), direct evolution with the disc carried along with the atom gives \(0.910a^2\) and (22) gives \(0.904a^2\). The growth of the average has stopped: before it disappears, one vacancy produces only a finite mean-square displacement, although individual atoms may be moved much farther.

## A vacancy on Cu(001)

Consider a vacancy beside a tagged copper atom on a Cu(001) terrace at 300 K. The inputs are rough typical values: atom spacing 0.256 nm, hop barrier 0.35 eV and attempt frequency \(10^{13}\ \mathrm{s^{-1}}\). With \(k_BT=0.02585\) eV, the total step rate is

\[
4\times10^{13}\,e^{-0.35/0.02585}\ \mathrm{s^{-1}}
\simeq5.3\times10^7\ \mathrm{s^{-1}}. \tag{23}
\]

In 0.1 ms the mean number of steps is about 5300. Using it in (16),

\[
\frac{\langle X_n^2\rangle}{a^2}
\simeq\frac{10.65+0.58-3.14}{6.73}\simeq1.20. \tag{24}
\]

This is \(0.079\ \mathrm{nm^2}\), or an rms displacement of 0.28 nm. The vacancy's own rms displacement is \(\sqrt{5300}\times0.256\) nm, about 19 nm. The atom has made 2.6 exchanges on average, yet with probability 0.28 it has made none.

The real surface departs from the model in several ways. An uncertainty of 0.05 eV in the barrier changes the rate by a factor of 6.9 and shifts the infinite-lattice result by about \(0.29a^2\), or 24%, with temperature and attempt frequency held fixed. A factor of ten in the attempt frequency would shift it by \(0.34a^2\). The barrier may also be off by more than 0.05 eV: at 0.45 eV there are only about 110 steps, the vacancy's rms displacement falls to about 2.7 nm and the atom's to about 0.20 nm. The vacancy's 19 nm is thus tied to the assumed rate, while the atom's displacement depends on it only logarithmically. Within the 0.1 ms interval the uncertainty of the rate outweighs the other effects estimated here. For a terrace of radius 50 nm, the probability that a vacancy starting at the centre reaches the edge within 0.1 ms is about 0.0014; if it is followed until it is lost, (22) gives a final value of \(1.58a^2\). With a rough vacancy formation energy of 0.5 eV, and entropy neglected, the equilibrium density is \(4\times10^{-9}\) per site. Other vacancies then add about \(2\times10^{-5}\) exchanges in this time. Over much longer times their successive arrivals do matter, and they restore growth proportional to time.

The leading tunnelling correction, \((h\nu/k_BT)^2/24\) with the barrier frequency \(\nu\) set equal to the attempt frequency, would raise the rate by about 11% but the mean-square displacement by only \(0.015a^2\). This is an overestimate, since \(10^{13}\ \mathrm{s^{-1}}\) lies above the highest phonon frequency of copper, about 7 THz, and the barrier frequency is expected to be lower still. Diagonal hops and escape to the second layer are left out. With equal attempt frequencies, a diagonal hop stays below 1% of the straight-hop rate if its barrier is at least 0.12 eV higher. Escape during the whole interval stays below about 1% if its barrier is at least 0.34 eV higher, counting one escape path per straight hop. A foreign tagged atom that attracts or repels the vacancy can change both the waiting times and the correlation factor, so the numerical coefficient in (16) should not be applied to it without a new calculation. Further values are listed in the numerical output.

## Table of computed values

```
kernel A(2,0) by quadrature: 1.453521
mean cosine of successive moves: -0.363380
correlation factor f: 0.466942
MSD coefficient of ln n: 0.148632 a^2
MSD gain per decade of n: 0.3422 a^2
n=10: exact MSD 0.34748, law 0.27016 a^2
n=100: exact MSD 0.62853, law 0.61240 a^2
n=1000: exact MSD 0.95703, law 0.95464 a^2
n=10000: exact MSD 1.29719, law 1.29688 a^2
largest grid-series MSD gap, n<=800: 2.6e-15 a^2
mean displacement at n=800: 0.26632 a
limiting mean displacement: 0.26653 a
adjacent minus diagonal start, n=800: 0.12753 a^2
same difference from the law: 0.12759 a^2
no-exchange probability at n=20000: 0.24724
its asymptotic value: 0.24752
disc R=20a, final MSD from evolution: 0.9100 a^2
disc R=20a, final MSD from law: 0.9042 a^2
Cu(001) example, rough typical inputs
atom spacing: 0.256 nm
vacancy hop barrier: 0.35 eV
attempt frequency: 1.0e+13 1/s
vacancy formation energy: 0.50 eV
temperature: 300 K
thermal energy: 0.02585 eV
duration: 0.10 ms
terrace radius: 50 nm
total vacancy step rate: 5.276e+07 1/s
number of vacancy steps: 5276
mean number of exchanges: 2.574
probability of no exchange: 0.2757
tagged-atom MSD, exact series: 1.2024 a^2
tagged-atom MSD, law: 1.2018 a^2
tagged-atom MSD: 0.0788 nm^2
tagged-atom rms displacement: 0.281 nm
vacancy rms displacement: 18.59 nm
assumed barrier uncertainty: 0.05 eV
rate factor from it: 6.92
MSD shift from it: 0.287 a^2
vacancy probability to reach terrace edge: 1.40e-03
final MSD on this terrace: 1.582 a^2
equilibrium vacancy density: 3.98e-09 per site
mean exchanges with other vacancies: 2.10e-05
leading tunnelling gain in rate: 10.7 %
MSD shift from tunnelling: 0.0151 a^2
extra barrier, diagonal/straight rate 1%: 0.119 eV
extra barrier, layer escape about 1%: 0.341 eV
```
